**Hyperfine splitting of muonic hydrogen and the Zemach correction**

For a point proton the 1s splitting is $E_F=\tfrac43 g_p\alpha^4m_r^3c^2/(m_\ell m_p)$, and finite proton size changes it by the relative amount $\delta=-2R_Z/a$ at leading order. Here $m_\ell$, $m_p$ and $m_r$ are the lepton, proton and reduced masses, $g_p$ is the proton g factor, $a$ is the Bohr radius with reduced mass, and $R_Z$ is the mean distance between a point of the charge density and a point of the magnetization density. The program asserts the angular average of the proton's field at three radii, and compares $E_F$, corrected for the lepton's anomalous moment, with a diagonalized spin matrix built from tabulated magnetic moments. It asserts the closed forms of $R_Z$ for exponential and Gaussian densities against double quadrature. It also solves the radial Schrödinger equation with an extended charge and asserts agreement with the leading-order correction to 0.1 percent of the correction in ordinary hydrogen and 5 percent in muonic hydrogen. Further assertions cover a point magnetic moment and unequal charge and magnetization radii. The output gives $E_F=182.44$ meV for muonic hydrogen and a Zemach correction of −0.746 percent, against −40.1 ppm in ordinary hydrogen. The ratio of the corrections is 185.9 at leading order and 187.0 in the numerical solution.

## Numerical check

```python
"""
Hyperfine splitting of the 1s level of muonic hydrogen and its Zemach correction.

Result under test:
  E_F   = (4/3) g_p alpha^4 m_r^3 c^2 / (m_l m_p)     (point proton, lepton g = 2)
  delta = -2 R_Z / a                                  (leading finite-size correction)
Symbols: m_l lepton mass, m_p proton mass, m_r reduced mass, g_p proton g factor,
a = Bohr radius with reduced mass, R_Z = mean distance between a point drawn from
the proton charge density and a point drawn from its magnetization density.
Model density: rho(r) = lam^3 exp(-lam r) / (8 pi), rms radius sqrt(12)/lam.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad, solve_ivp
from scipy.optimize import brentq


def codata(name):
    return const.physical_constants[name][0]


alpha = codata("fine-structure constant")
g_p = codata("proton g factor")
m_e = codata("electron mass")
m_mu = codata("muon mass")
m_p = codata("proton mass")
r_p = codata("proton rms charge radius") * 1e15          # fm
bohr_infinite = codata("Bohr radius") * 1e15             # fm, infinite nuclear mass


def reduced_mass(m_lepton):
    return m_lepton * m_p / (m_lepton + m_p)


def bohr_radius(m_lepton):
    return bohr_infinite * m_e / reduced_mass(m_lepton)  # fm


def fermi_splitting(m_lepton):
    energy = (4 / 3) * g_p * alpha**4 * reduced_mass(m_lepton)**3 * const.c**2
    return energy / (m_lepton * m_p) / const.e           # eV


# Test: angular average of the field of a magnetized proton is (8 pi/3) mu rho.
x, y, z = sp.symbols("x y z", real=True)
radius = sp.sqrt(x**2 + y**2 + z**2)
potential = (1 - sp.exp(-radius) * (1 + radius / 2)) / radius    # lam = 1
field_z = sp.lambdify((x, y, z),
                      -sp.diff(potential, x, 2) - sp.diff(potential, y, 2), "numpy")
cosines, weights = np.polynomial.legendre.leggauss(12)
for r_test in (0.7, 2.0, 5.0):
    sines = np.sqrt(1 - cosines**2)
    values = field_z(r_test * sines, 0.0, r_test * cosines)
    average = 0.5 * np.sum(weights * values)
    density = math.exp(-r_test) / (8 * math.pi)
    assert abs(average / (8 * math.pi / 3 * density) - 1) < 1e-9

# Test: splitting from tabulated magnetic moments (SI) and diagonalized spin matrix.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spin_product = sum(np.kron(s, s) for s in pauli)
for m_lepton, label in ((m_e, "electron"), (m_mu, "muon")):
    contact_density = 1 / (math.pi * (bohr_radius(m_lepton) * 1e-15)**3)
    coupling = (-2 * const.mu_0 / 3 * codata(label + " mag. mom.")
                * codata("proton mag. mom.") * contact_density)
    levels = np.linalg.eigvalsh(coupling * spin_product)
    assert abs(levels[1] - levels[3]) < 1e-9 * abs(levels[3])    # triplet is on top
    direct = (levels[3] - levels[0]) / const.e
    anomaly = codata(label + " mag. mom. anomaly")
    assert abs(direct / (fermi_splitting(m_lepton) * (1 + anomaly)) - 1) < 1e-6


def mean_distance(radial_a, radial_b, r_max):
    """Mean |r - r'| for two spherical densities given as 4 pi r^2 rho(r)."""
    def integrand(small, large):
        pair = (radial_a(large) * radial_b(small)
                + radial_a(small) * radial_b(large))
        return pair * (large + small**2 / (3 * large))
    return dblquad(integrand, 0, r_max, 0, lambda large: large,
                   epsabs=1e-9, epsrel=1e-9)[0]


def exponential(lam):
    return lambda r: lam**3 * r**2 * math.exp(-lam * r) / 2


def gaussian(r):                                         # rms radius 1
    return 4 * math.pi * r**2 * (1.5 / math.pi)**1.5 * math.exp(-1.5 * r**2)


# Test: closed forms of the Zemach radius against double quadrature.
assert abs(mean_distance(exponential(1), exponential(1), 50) - 35 / 8) < 1e-6
gauss_factor = 4 / math.sqrt(3 * math.pi)
assert abs(mean_distance(gaussian, gaussian, 8) - gauss_factor) < 1e-6


def solve_atom(lam_charge, lam_magnet):
    """Ground state for an extended proton charge; lengths in a, energies in e^2/a.
    Returns |psi|^2 averaged over the magnetization, and |psi(0)|^2, both relative
    to the value at the origin for a point proton."""
    def rhs(r, state, energy):
        u, slope = state[0], state[1]
        s = lam_charge * r
        if r == 0:
            pot = -lam_charge / 2
        else:
            pot = (math.expm1(-s) + s / 2 * math.exp(-s)) / r
        weight = lam_magnet**3 / 8 * math.exp(-lam_magnet * r)
        return [slope, 2 * (pot - energy) * u, u * u, weight * u * u]

    lam_min = min(lam_charge, lam_magnet)
    lam_max = max(lam_charge, lam_magnet)
    edge = 50 / lam_min
    options = dict(method="DOP853", rtol=1e-12, atol=1e-18)

    def both_sides(energy):
        inner = solve_ivp(rhs, (0, edge), [0, 1, 0, 0], args=(energy,),
                          max_step=2 / lam_max, **options).y[:, -1]
        left = solve_ivp(rhs, (edge, 1), inner, args=(energy,), **options).y[:, -1]
        k = math.sqrt(-2 * energy)
        start = [1, -k + 1 / (30 * k), 0, 0]
        right = solve_ivp(rhs, (30, 1), start, args=(energy,), **options).y[:, -1]
        return left, right

    def mismatch(energy):
        left, right = both_sides(energy)
        return left[1] - left[0] * right[1] / right[0]

    energy = brentq(mismatch, -0.52, -0.48, xtol=1e-15)
    left, right = both_sides(energy)
    norm = left[2] + abs(right[2]) * (left[0] / right[0])**2
    return left[3] / norm, 1 / (4 * norm)


lam = math.sqrt(12) / r_p                                # 1/fm
zemach_radius = 35 / (8 * lam)
a_e, a_mu = bohr_radius(m_e), bohr_radius(m_mu)
delta_e = -2 * zemach_radius / a_e
delta_mu = -2 * zemach_radius / a_mu
mass_ratio = reduced_mass(m_mu) / reduced_mass(m_e)

# Tests: numerical Schroedinger solution against the leading-order correction.
averaged_e, origin_e = solve_atom(lam * a_e, lam * a_e)
averaged_mu, origin_mu = solve_atom(lam * a_mu, lam * a_mu)
numeric_e, numeric_mu = averaged_e - 1, averaged_mu - 1
assert abs(numeric_e / delta_e - 1) < 1e-3
# The muonic atom has size/a near 1/300, so terms of next order (with a logarithm)
# may change the correction itself by a few percent.
assert abs(numeric_mu / delta_mu - 1) < 0.05
assert abs(numeric_mu / numeric_e / mass_ratio - 1) < 0.05
# A point magnetic moment samples psi(0) only: correction -2 <r>/a with <r> = 3/lam.
point_moment_e = -2 * (3 / lam) / a_e
assert abs((origin_e - 1) / point_moment_e - 1) < 1e-3
# Unequal charge and magnetization radii.
unequal_radius = mean_distance(exponential(1), exponential(2), 50) / lam
unequal_numeric = solve_atom(lam * a_e, 2 * lam * a_e)[0] - 1
assert abs(unequal_numeric / (-2 * unequal_radius / a_e) - 1) < 1e-3

splitting_e, splitting_mu = fermi_splitting(m_e), fermi_splitting(m_mu)
corrected_mu = splitting_mu * (1 + delta_mu)
gauss_radius = gauss_factor * r_p
compton_e = const.hbar / (m_e * const.c) * 1e15
mev = const.c**2 / const.e / 1e6

print(f"electron rest energy: {m_e * mev:.6f} MeV")
print(f"muon rest energy: {m_mu * mev:.4f} MeV")
print(f"proton rest energy: {m_p * mev:.3f} MeV")
print(f"reduced rest energy, muonic hydrogen: {reduced_mass(m_mu) * mev:.4f} MeV")
print(f"reduced rest energy, ordinary hydrogen: {reduced_mass(m_e) * mev:.6f} MeV")
print(f"fine-structure constant: {alpha:.9f} (no unit)")
print(f"proton g factor: {g_p:.6f} (no unit)")
print(f"proton rms charge radius: {r_p:.4f} fm")
print(f"bare mass ratio muon/electron: {m_mu / m_e:.3f} (no unit)")
print(f"reduced-mass ratio: {mass_ratio:.3f} (no unit)")
print(f"Bohr radius, ordinary hydrogen: {a_e:.1f} fm")
print(f"Bohr radius, muonic hydrogen: {a_mu:.2f} fm")
print(f"reduced Compton wavelength of electron: {compton_e:.2f} fm")
print(f"E_F, ordinary hydrogen: {splitting_e * 1e6:.4f} micro-eV")
print(f"E_F, ordinary hydrogen: {splitting_e * const.e / const.h / 1e6:.2f} MHz")
print(f"E_F, muonic hydrogen: {splitting_mu * 1e3:.3f} meV")
print(f"E_F, muonic hydrogen: {splitting_mu * const.e / const.h / 1e12:.3f} THz")
wavelength = const.h * const.c / (splitting_mu * const.e) * 1e6
print(f"wavelength for E_F, muonic hydrogen: {wavelength:.3f} micrometre")
print(f"ratio of E_F, muonic/ordinary: {splitting_mu / splitting_e:.0f} (no unit)")
print(f"density parameter lam: {lam:.4f} 1/fm")
print(f"Zemach radius, exponential density: {zemach_radius:.4f} fm")
print(f"Zemach radius, Gaussian density: {gauss_radius:.4f} fm")
print(f"Zemach correction, ordinary hydrogen: {delta_e * 1e6:.2f} ppm")
print(f"Zemach correction, muonic hydrogen: {delta_mu * 100:.4f} percent")
print(f"same, Gaussian density: {-200 * gauss_radius / a_mu:.4f} percent")
print(f"ratio of leading corrections: {delta_mu / delta_e:.3f} (no unit)")
print(f"numerical correction, ordinary hydrogen: {numeric_e * 1e6:.2f} ppm")
print(f"numerical correction, muonic hydrogen: {numeric_mu * 100:.4f} percent")
print(f"ratio of numerical corrections: {numeric_mu / numeric_e:.2f} (no unit)")
print(f"point-moment correction, ordinary, formula: {point_moment_e * 1e6:.2f} ppm")
print(f"point-moment correction, ordinary, numerical: {(origin_e - 1) * 1e6:.2f} ppm")
print(f"unequal radii, R_Z by quadrature: {unequal_radius:.4f} fm")
print(f"unequal radii, formula: {-2e6 * unequal_radius / a_e:.2f} ppm")
print(f"unequal radii, numerical: {unequal_numeric * 1e6:.2f} ppm")
print(f"Zemach shift, muonic hydrogen: {splitting_mu * delta_mu * 1e3:.3f} meV")
print(f"splitting with Zemach term only: {corrected_mu * 1e3:.2f} meV")
print(f"muon moment anomaly: {codata('muon mag. mom. anomaly') * 100:.4f} percent")
print("tests ok")
```

Output:

```
electron rest energy: 0.510999 MeV
muon rest energy: 105.6584 MeV
proton rest energy: 938.272 MeV
reduced rest energy, muonic hydrogen: 94.9645 MeV
reduced rest energy, ordinary hydrogen: 0.510721 MeV
fine-structure constant: 0.007297353 (no unit)
proton g factor: 5.585695 (no unit)
proton rms charge radius: 0.8407 fm
bare mass ratio muon/electron: 206.768 (no unit)
reduced-mass ratio: 185.942 (no unit)
Bohr radius, ordinary hydrogen: 52946.5 fm
Bohr radius, muonic hydrogen: 284.75 fm
reduced Compton wavelength of electron: 386.16 fm
E_F, ordinary hydrogen: 5.8679 micro-eV
E_F, ordinary hydrogen: 1418.84 MHz
E_F, muonic hydrogen: 182.443 meV
E_F, muonic hydrogen: 44.115 THz
wavelength for E_F, muonic hydrogen: 6.796 micrometre
ratio of E_F, muonic/ordinary: 31092 (no unit)
density parameter lam: 4.1203 1/fm
Zemach radius, exponential density: 1.0618 fm
Zemach radius, Gaussian density: 1.0954 fm
Zemach correction, ordinary hydrogen: -40.11 ppm
Zemach correction, muonic hydrogen: -0.7458 percent
same, Gaussian density: -0.7694 percent
ratio of leading corrections: 185.942 (no unit)
numerical correction, ordinary hydrogen: -40.11 ppm
numerical correction, muonic hydrogen: -0.7499 percent
ratio of numerical corrections: 186.96 (no unit)
point-moment correction, ordinary, formula: -27.50 ppm
point-moment correction, ordinary, numerical: -27.51 ppm
unequal radii, R_Z by quadrature: 0.8315 fm
unequal radii, formula: -31.41 ppm
unequal radii, numerical: -31.41 ppm
Zemach shift, muonic hydrogen: -1.361 meV
splitting with Zemach term only: 181.08 meV
muon moment anomaly: 0.1166 percent
tests ok
```
